# Why Agreement with Experiment Does Not Measure Pseudopotential Accuracy: test program

```python
"""Agreement with a target value does not measure pseudopotential accuracy.

Result under test: a potential fitted so that Hartree-Fock (HF) in a small
basis reproduces a target ionization energy can have a large error against
the matched all-electron (AE) reference. The error shows up in another
ionization energy and when method and basis are improved.
I1 = E(Mg+) - E(Mg), I2 = E(Mg2+) - E(Mg+).
BFD    : published ten-electron-core potential for Mg.
Fitted : BFD + depth * g(r), g(r) = exp(-r^2/width^2).
Target : AE X2C, valence CCSD plus MP2 correlation of the 2s and 2p core,
         a computed stand-in for experiment.
Internal units are atomic units; energies are printed in eV.
"""
import os
for variable in ("OMP_NUM_THREADS", "OPENBLAS_NUM_THREADS", "MKL_NUM_THREADS"):
    os.environ[variable] = "1"
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq
from pyscf import gto, scf, cc, mp, fci, ao2mo

EV = physical_constants["Hartree energy in eV"][0]
WIDTH = 1.5
ALPHA = 1.0 / WIDTH**2
BFD = gto.basis.load_ecp("bfd", "Mg")


def shells(l, start, ratio, count):
    return [[l, [start * ratio**k, 1.0]] for k in range(count)]


LARGE = (shells(0, 0.025, 2.6, 16) + shells(1, 0.025, 2.6, 10)
         + shells(2, 0.1, 3.0, 4))
MEDIUM = (shells(0, 0.03, 2.8, 6) + shells(1, 0.04, 2.8, 4)
          + shells(2, 0.12, 3.0, 2))
SMALL_EXPONENTS = (1.0, 0.15, 0.05)
SMALL = [[0, [a, 1.0]] for a in SMALL_EXPONENTS]
CD_BASIS = (shells(0, 0.03, 3.0, 16) + shells(1, 0.06, 3.0, 11)
            + shells(2, 0.15, 3.0, 8))


def repulsion_integrals(symbol, basis):
    mol = gto.M(atom=symbol, basis={symbol: basis}, verbose=0)
    return mol.intor("int2e", aosym="s8")


def all_electron(symbol, basis, eri, charge, relativistic, guess=None):
    mol = gto.M(atom=symbol, basis={symbol: basis}, charge=charge,
                spin=charge % 2, verbose=0)
    mf = scf.UHF(mol) if charge % 2 else scf.RHF(mol)
    if relativistic:
        mf = mf.sfx2c1e()
    mf._eri = eri
    mf.conv_tol = 1e-10
    mf.max_cycle = 100
    mf.kernel(dm0=guess)
    assert mf.converged
    return mf


def neutral_and_ion(symbol, basis, eri, relativistic):
    neutral = all_electron(symbol, basis, eri, 0, relativistic)
    dm = np.asarray(neutral.make_rdm1())
    ion = all_electron(symbol, basis, eri, 1, relativistic,
                       np.array([dm / 2, dm / 2]))
    return neutral, ion


def ccsd_energy(mf, frozen=None):
    solver = cc.CCSD(mf, frozen=frozen)
    solver.conv_tol = 1e-8
    solver.max_cycle = 100
    solver.kernel()
    assert solver.converged
    return solver.e_tot


def mp2_correlation(mf, frozen):
    return mp.MP2(mf, frozen=frozen).kernel(with_t2=False)[0]


class Valence:
    """Two-electron or one-electron Mg valence problem in a given basis."""

    def __init__(self, basis, eri=None):
        self.mol = gto.M(atom="Mg", basis={"Mg": basis}, ecp={"Mg": BFD},
                         verbose=0)
        self.eri = repulsion_integrals("Mg", basis) if eri is None else eri
        self.h_bfd = scf.RHF(self.mol).get_hcore()
        self.overlap = self.mol.intor("int1e_ovlp")
        exponents, momenta = [], []
        for i in range(self.mol.nbas):
            l = self.mol.bas_angular(i)
            exponents += [self.mol.bas_exp(i)[0]] * (2 * l + 1)
            momenta += [l] * (2 * l + 1)
        a, l = np.array(exponents), np.array(momenta)
        total = a[:, None] + a[None, :]
        # One-centre Gaussian integrals; overlap vanishes for unequal l.
        self.g = self.overlap * (total / (total + ALPHA))**(l[:, None] + 1.5)

    def neutral(self, depth):
        h = self.h_bfd + depth * self.g
        mf = scf.RHF(self.mol)
        mf._eri = self.eri
        mf.get_hcore = lambda *args: h
        mf.init_guess = "1e"
        mf.conv_tol = 1e-12
        mf.max_cycle = 100
        mf.kernel()
        assert mf.converged
        return mf

    def ion(self, depth):
        energy, vector = eigh(self.h_bfd + depth * self.g, self.overlap)
        return energy[0], vector[:, 0]

    def hf_ionizations(self, depth):
        e_ion = self.ion(depth)[0]
        return np.array([e_ion - self.neutral(depth).e_tot, -e_ion])


def radial_ion_energy(depth):
    """Lowest s level by finite differences, from the ECP parameters."""
    step = 0.0025
    r = step * np.arange(1, 10001)
    potential = -(12 - BFD[0]) / r + depth * np.exp(-ALPHA * r**2)
    for channel, powers in BFD[1]:
        if channel in (-1, 0):
            for n, terms in enumerate(powers):
                for term in terms:
                    potential += term[1] * r**(n - 2.0) * np.exp(-term[0] * r**2)
    return eigh_tridiagonal(1 / step**2 + potential,
                            np.full(r.size - 1, -0.5 / step**2),
                            select="i", select_range=(0, 0))[0][0]


# All-electron levels for Mg, Mg+ and Mg2+.
mg_eri = repulsion_integrals("Mg", LARGE)
ae0, ae1 = neutral_and_ion("Mg", LARGE, mg_eri, True)
ae2 = all_electron("Mg", LARGE, mg_eri, 2, True)
ae_hf = np.array([ae1.e_tot - ae0.e_tot, ae2.e_tot - ae1.e_tot])
valence_levels = np.array([ccsd_energy(ae0, frozen=5), ae1.e_tot, ae2.e_tot])
ae_val = np.diff(valence_levels)
# Mg+ and Mg2+ have no valence pair, so all their MP2 energy involves the core.
core_correlation = np.array([
    mp2_correlation(ae0, 1) - mp2_correlation(ae0, 5),
    mp2_correlation(ae1, 1), mp2_correlation(ae2, 1)])
target = np.diff(valence_levels + core_correlation)

# Fit the added well in the small basis, at HF level, to I1 only.
small, large = Valence(SMALL), Valence(LARGE, mg_eri)
depth = brentq(lambda c: small.hf_ionizations(c)[0] - target[0],
               -2.0, 0.0, xtol=1e-11)
small_bfd, small_fit = small.hf_ionizations(0.0), small.hf_ionizations(depth)
large_bfd, large_fit = large.hf_ionizations(0.0), large.hf_ionizations(depth)
bfd_mf, fit_mf = large.neutral(0.0), large.neutral(depth)
bfd_corr = large.ion(0.0)[0] - ccsd_energy(bfd_mf)
fit_corr = large.ion(depth)[0] - ccsd_energy(fit_mf)

basis_error = small_fit - large_fit
potential_error = large_fit - ae_hf
method_error = ae_hf - target
bfd_error = large_bfd - ae_hf

# Independent radial solution checks ECP integrals, added well and basis.
# The tolerance allows for the finite spacing of the Gaussian exponents.
radial = [radial_ion_energy(c) for c in (0.0, depth)]
gaussian = [large.ion(c)[0] for c in (0.0, depth)]
assert np.max(np.abs(np.subtract(radial, gaussian))) < 3e-4

# CCSD must equal full CI for two electrons.
medium = Valence(MEDIUM)
medium_mf = medium.neutral(0.0)
orbitals = medium_mf.mo_coeff
e_fci = fci.direct_spin1.kernel(
    orbitals.T @ medium.h_bfd @ orbitals, ao2mo.kernel(medium.eri, orbitals),
    orbitals.shape[1], (1, 1), tol=1e-11)[0]
e_ccsd = ccsd_energy(medium_mf)
assert abs(e_fci - e_ccsd) < 2e-6

# Hellmann-Feynman response against finite differences of energies.
g_neutral = np.sum(fit_mf.make_rdm1() * large.g)
ion_vector = large.ion(depth)[1]
g_ion = ion_vector @ large.g @ ion_vector
response = np.array([g_ion - g_neutral, -g_ion])
delta = 1e-3
numerical = (large.hf_ionizations(depth + delta)
             - large.hf_ionizations(depth - delta)) / (2 * delta)
assert np.max(np.abs(response - numerical)) < 1e-4

# Valence size: AE 3s orbital against the two pseudo-orbitals.
r2_ae = ae0.mo_coeff[:, 5] @ ae0.mol.intor("int1e_r2") @ ae0.mo_coeff[:, 5]
r2_matrix = large.mol.intor("int1e_r2")
r2_bfd, r2_fit = [mf.mo_coeff[:, 0] @ r2_matrix @ mf.mo_coeff[:, 0]
                  for mf in (bfd_mf, fit_mf)]

# The apparent success must fail the matched and transferred tests.
assert abs(small_fit[0] - target[0]) * EV < 1e-5
assert np.all(np.abs(bfd_error) < 0.2 * np.abs(potential_error))
assert abs(bfd_corr - ae_val[0]) < 0.2 * abs(fit_corr - ae_val[0])
assert abs(small_fit[1] - target[1]) * EV > 0.5
assert abs(fit_corr - target[0]) * EV > 0.4
assert abs(r2_fit - r2_ae) > 3 * abs(r2_bfd - r2_ae)

# Relativistic shifts of the first ionization energy at HF level.
mg_nr = neutral_and_ion("Mg", LARGE, mg_eri, False)
mg_nr_i1 = mg_nr[1].e_tot - mg_nr[0].e_tot
cd_eri = repulsion_integrals("Cd", CD_BASIS)
cd_i1 = []
for relativistic in (False, True):
    cd0, cd1 = neutral_and_ion("Cd", CD_BASIS, cd_eri, relativistic)
    cd_i1.append(cd1.e_tot - cd0.e_tot)
assert abs(cd_i1[1] - cd_i1[0]) > abs(ae_hf[0] - mg_nr_i1)


def show(label, value, unit="eV", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}")


print("Small s exponents (a0^-2):", *SMALL_EXPONENTS)
print("Large basis functions:", large.mol.nao)
show("Added well width", WIDTH, "a0", 2)
show("Fitted well depth coefficient", depth * EV)
for k, name in enumerate(("I1", "I2")):
    show(name + " target, AE CCSD + MP2 core", target[k] * EV)
    show(name + " AE X2C HF", ae_hf[k] * EV)
    show(name + " BFD HF small", small_bfd[k] * EV)
    show(name + " BFD HF large", large_bfd[k] * EV)
    show(name + " fitted HF small", small_fit[k] * EV)
    show(name + " fitted HF large", large_fit[k] * EV)
    show(name + " fitted: basis error", basis_error[k] * EV)
    show(name + " fitted: potential error", potential_error[k] * EV)
    show(name + " HF method error", method_error[k] * EV)
    show(name + " fitted: total error", (small_fit[k] - target[k]) * EV)
    show(name + " BFD: matched HF error", bfd_error[k] * EV)
    show(name + " core-correlation part", (target[k] - ae_val[k]) * EV)
show("I1 AE valence-correlated", ae_val[0] * EV)
show("I1 BFD valence-correlated", bfd_corr * EV)
show("I1 fitted valence-correlated", fit_corr * EV)
show("I1 BFD matched correlated error", (bfd_corr - ae_val[0]) * EV)
show("I1 fitted matched correlated error", (fit_corr - ae_val[0]) * EV)
show("I1 BFD correlated minus target", (bfd_corr - target[0]) * EV)
show("I1 fitted correlated minus target", (fit_corr - target[0]) * EV)
show("dI1/d(depth), fitted", response[0], "(dimensionless)")
show("dI2/d(depth), fitted", response[1], "(dimensionless)")
show("AE 3s <r^2>", r2_ae, "a0^2")
show("BFD 3s <r^2>", r2_bfd, "a0^2")
show("Fitted 3s <r^2>", r2_fit, "a0^2")
show("Mg I1 nonrelativistic HF", mg_nr_i1 * EV)
show("Mg I1 relativistic shift", (ae_hf[0] - mg_nr_i1) * EV)
show("Cd I1 nonrelativistic HF", cd_i1[0] * EV)
show("Cd I1 X2C HF", cd_i1[1] * EV)
show("Cd I1 relativistic shift", (cd_i1[1] - cd_i1[0]) * EV)
show("Largest radial-Gaussian difference",
     np.max(np.abs(np.subtract(radial, gaussian))) * EV, "eV", 6)
show("CCSD minus full CI, medium basis", (e_ccsd - e_fci) * EV, "eV", 7)
print("finished without a failed check")
```

It prints:

```
Small s exponents (a0^-2): 1.0 0.15 0.05
Large basis functions: 66
Added well width: 1.50 a0
Fitted well depth coefficient: -17.4213 eV
I1 target, AE CCSD + MP2 core: 7.6638 eV
I1 AE X2C HF: 6.6164 eV
I1 BFD HF small: 6.5986 eV
I1 BFD HF large: 6.6138 eV
I1 fitted HF small: 7.6638 eV
I1 fitted HF large: 7.7191 eV
I1 fitted: basis error: -0.0553 eV
I1 fitted: potential error: 1.1027 eV
I1 HF method error: -1.0474 eV
I1 fitted: total error: -0.0000 eV
I1 BFD: matched HF error: -0.0025 eV
I1 core-correlation part: 0.1303 eV
I2 target, AE CCSD + MP2 core: 14.9810 eV
I2 AE X2C HF: 14.7446 eV
I2 BFD HF small: 14.4791 eV
I2 BFD HF large: 14.7366 eV
I2 fitted HF small: 16.6644 eV
I2 fitted HF large: 16.7831 eV
I2 fitted: basis error: -0.1187 eV
I2 fitted: potential error: 2.0386 eV
I2 HF method error: -0.2364 eV
I2 fitted: total error: 1.6834 eV
I2 BFD: matched HF error: -0.0080 eV
I2 core-correlation part: 0.2364 eV
I1 AE valence-correlated: 7.5335 eV
I1 BFD valence-correlated: 7.5598 eV
I1 fitted valence-correlated: 8.7098 eV
I1 BFD matched correlated error: 0.0263 eV
I1 fitted matched correlated error: 1.1763 eV
I1 BFD correlated minus target: -0.1040 eV
I1 fitted correlated minus target: 1.0460 eV
dI1/d(depth), fitted: -0.0774 (dimensionless)
dI2/d(depth), fitted: -0.1352 (dimensionless)
AE 3s <r^2>: 12.3948 a0^2
BFD 3s <r^2>: 12.4430 a0^2
Fitted 3s <r^2>: 9.8793 a0^2
Mg I1 nonrelativistic HF: 6.6067 eV
Mg I1 relativistic shift: 0.0097 eV
Cd I1 nonrelativistic HF: 6.8880 eV
Cd I1 X2C HF: 7.3052 eV
Cd I1 relativistic shift: 0.4172 eV
Largest radial-Gaussian difference: 0.004581 eV
CCSD minus full CI, medium basis: 0.0000001 eV
finished without a failed check
```
